\section*{Dynamic coercive field of a slowly swept Landau–Khalatnikov ferroelectric}

\section*{The problem}

A ferroelectric has uniform polarization $P$ along one axis and is driven by a uniform internal field $E$ along that axis. Its free energy density is
\begin{equation}
F=F_0(P)-EP,\qquad F_0=-\frac a2P^2+\frac b4P^4,\qquad a,b>0,
\end{equation}
and it relaxes by the Landau--Khalatnikov equation with viscosity $\gamma>0$,
\begin{equation}
\gamma\frac{dP}{dt}=-\frac{\partial F}{\partial P}=aP-bP^3+E(t).
\label{lk}
\end{equation}
There is no noise, and domains cannot nucleate because $P$ is assumed uniform. Real ferroelectrics usually switch by nucleation and growth of domains, at fields well below the static limit found here. The results therefore apply only where the polarization switches uniformly, and are not a general rule for measured coercive fields. The sample starts at $E=0$ in the remanent state $P=-P_0$, $P_0=\sqrt{a/b}$, and the field rises at the constant rate $R=dE/dt$. The dynamic coercive field $E_c(R)$ is the field at which $P=0$. SI units are used, since sweep rates and polarizations are naturally stated in them.

\section*{(a) The static limit}

\textit{Up to what field $E_s$ can the negative state survive if the field rises infinitely slowly?}

\textbf{Solution.} Equilibrium requires $E=-aP+bP^3$. A small deviation $\delta$ from equilibrium obeys $\gamma\dot\delta=-F_0''(P)\,\delta$ with $F_0''=3bP^2-a$, so the state is stable while $3bP^2>a$. Starting from $-P_0$, stability is lost at
\begin{equation}
P=-p,\qquad p=\sqrt{\frac{a}{3b}} .
\end{equation}
Since $bp^2=a/3$, the field there is
\begin{equation}
E_s=ap-bp^3=ap-\frac{ap}{3}=\frac23\,ap .
\end{equation}
This is the spinodal field. The stable state merges with the unstable one at this point, which is called a fold. At a finite rate the polarization needs time to leave the fold, and the field keeps rising meanwhile. The quantity sought is the excess $E_c-E_s$.

\section*{(b) Scales near the fold}

\textit{Measure $t$ from the instant when $E=E_s$. Find the time and field scales of the escape for slow sweeping.}

\textbf{Solution.} Put $P=-p+x$ and expand the two Landau terms:
\begin{align}
aP&=-ap+ax,\\
-bP^3&=bp^3-3bp^2x+3bpx^2-bx^3 .
\end{align}
The constants add to $-E_s$. The linear terms cancel because $3bp^2=a$. With $E=E_s+Rt$,
\begin{equation}
\gamma\dot x=Rt+kx^2-bx^3,\qquad k=3bp=\sqrt{3ab}.
\label{local}
\end{equation}
No approximation has been made yet. Near the fold $x$ is small and the cubic term is the weakest. Let $t=\tau s$ and $x=\gamma Y/(k\tau)$. The remaining terms become
\begin{equation}
\frac{\gamma^2}{k\tau^2}\frac{dY}{ds}=R\tau\,s+\frac{\gamma^2}{k\tau^2}Y^2 .
\end{equation}
All coefficients are equal if $R\tau=\gamma^2/(k\tau^2)$, that is,
\begin{equation}
\tau=\left(\frac{\gamma^2}{kR}\right)^{1/3},\qquad
R\tau=\left(\frac{\gamma^2R^2}{k}\right)^{1/3}.
\label{tau}
\end{equation}
The delay shrinks as $R^{-1/3}$, but the field gained during it grows as $R\cdot R^{-1/3}=R^{2/3}$. The exponent comes from the balance of a linear ramp, a quadratic force and a first-order time derivative.

To see what was neglected, define the reduced sweep rate
\begin{equation}
\rho=\frac{\gamma R}{a^2p}.
\end{equation}
From $kp=3bp^2=a$ follows $kR=\rho a^3/\gamma$, hence
\begin{equation}
\tau=\frac{\gamma}{a}\rho^{-1/3},\qquad \frac xp=\rho^{1/3}Y,\qquad R\tau=ap\,\rho^{2/3}.
\end{equation}
The ratio of the cubic to the quadratic term is $bx/k=x/(3p)=\rho^{1/3}Y/3$, so the full equation reads
\begin{equation}
\frac{dY}{ds}=s+Y^2-\frac{\rho^{1/3}}{3}Y^3 .
\label{inner}
\end{equation}
Slow sweeping means $\rho\ll1$.

\section*{(c) Escape from the fold}

\textit{Solve the leading equation $Y'=s+Y^2$ for a system that has followed the stable branch. When does it escape?}

\textbf{Solution.} This Riccati equation becomes linear through $Y=-u'/u$, where a prime is $d/ds$. Then $Y'=-u''/u+u'^2/u^2=-u''/u+Y^2$, and therefore
\begin{equation}
u''=-s\,u,\qquad u=\alpha\,\mathrm{Ai}(-s)+\beta\,\mathrm{Bi}(-s).
\end{equation}
Well before the fold, $z=-s$ is large. The Ai solution gives $Y=\mathrm{Ai}'(z)/\mathrm{Ai}(z)\simeq-\sqrt z$, the stable branch. The Bi solution gives $Y\simeq+\sqrt z$, the unstable one. If $Y=Y_i$ at $z=z_i$, solving for the mixture gives
\begin{equation}
\frac\beta\alpha=-\frac{\mathrm{Ai}'(z_i)-Y_i\,\mathrm{Ai}(z_i)}{\mathrm{Bi}'(z_i)-Y_i\,\mathrm{Bi}(z_i)} .
\end{equation}
For $Y_i$ near the stable branch this is at most of order $\mathrm{Ai}(z_i)/\mathrm{Bi}(z_i)\sim e^{-4z_i^{3/2}/3}$. The earlier history is forgotten exponentially, and
\begin{equation}
u=\mathrm{Ai}(-s),\qquad Y_0(s)=\frac{\mathrm{Ai}'(-s)}{\mathrm{Ai}(-s)} .
\end{equation}

At $s=0$ the field equals $E_s$, yet $Y_0=\mathrm{Ai}'(0)/\mathrm{Ai}(0)\approx-0.729$ is negative: the polarization has not reached the fold value $-p$.

As $s$ grows, $u$ first vanishes at $s_0=|a_1|\approx2.3381$, where $a_1$ is the first zero of Ai. With $c=\mathrm{Ai}'(a_1)$ and $\sigma=s_0-s$, one has $u\simeq c\sigma$ and $u'\simeq-c$, so
\begin{equation}
Y_0\simeq\frac1\sigma\qquad(\sigma\to0^+).
\end{equation}
The divergence does not mean infinite polarization. It marks the departure from the region where $x\ll p$.

\section*{(d) The coercive field to leading order}

\textit{How much field is added between leaving the fold and reaching $P=0$? Give the leading excess.}

\textbf{Solution.} Use $y=x/p$ and $\theta=at/\gamma$. Dividing (\ref{local}) by $ap$ and using $bp^2=a/3$ gives
\begin{equation}
\frac{dy}{d\theta}=\rho\theta+y^2-\frac{y^3}{3} .
\end{equation}
The state $P=0$ is $y=1$. During the escape $\rho\theta$ is of order $\rho^{2/3}$, negligible beside $y^2$ once $y\gg\rho^{1/3}$. Then
\begin{equation}
\frac{d\theta}{dy}=\frac1{y^2(1-y/3)}=\frac1{y^2}+\frac1{3y}+\frac{1/9}{1-y/3}.
\end{equation}
Multiplying the right side by $y^2(1-y/3)$ gives $1-y/3+y/3-y^2/9+y^2/9=1$, which confirms the decomposition. Integration yields
\begin{equation}
\theta=\theta_*-\frac1y+\frac13\ln\frac{y}{1-y/3},
\label{outer}
\end{equation}
with a constant $\theta_*$.

Choose a joining point $y_1$ with $\rho^{2/9}\ll y_1\ll1$. The lower bound ensures that the neglected term $\rho\theta$, which changes the trip time from $y_1$ by order $\rho^{2/3}/y_1^3$, has a small effect. In the Airy solution, $y_1$ is reached a time $1/y_1$ before the divergence, in units of $\gamma/a$. By (\ref{outer}) the trip from $y_1$ to $1$ takes
\begin{equation}
\frac1{y_1}-1+\frac13\ln\frac32+\frac13\ln\frac1{y_1}
\end{equation}
up to small terms. The large $1/y_1$ cancels. The cubic term, left out of the Airy solution on the way up to $y_1$, shifts the time by a further amount of order $\ln(1/\rho)$, as part (e) shows. What remains is at most of order $\ln(1/\rho)$, and one unit of $\theta$ adds the field $R\gamma/a=ap\,\rho$. Thus $P=0$ is reached at the Airy divergence up to a field of order $R\ln(1/\rho)$, and
\begin{equation}
\boxed{E_c-E_s\simeq|a_1|R\tau=|a_1|\,\frac{(\gamma R)^{2/3}}{(3ab)^{1/6}}\qquad(\rho\to0).}
\label{law}
\end{equation}
The last form uses $k^{1/3}=(3ab)^{1/6}$. Another fixed threshold with $0<y<3$, that is $-p<P<2p$, changes the result by a field of order $R$, again subleading. The power law belongs to the excess over $E_s$; $E_c$ itself tends to a constant.

\section*{(e) The first correction}

\textit{Find the terms of order $R\ln R$ and $R$.}

\textbf{Solution.} Insert $Y=Y_0+\rho^{1/3}Y_1$ into (\ref{inner}). At first order $Y_1'=2Y_0Y_1-Y_0^3/3$. Multiply by $u^2$ and use $Y_0=-u'/u$:
\begin{equation}
(u^2Y_1)'=\frac{u'^3}{3u},\qquad
Y_1=\frac1{3u^2}\int_{-\infty}^{s}\frac{u'^3}{u}\,ds' .
\end{equation}
The lower limit excludes a term proportional to $1/u^2$, which would leave the stable branch at early times. Three identities follow from $u''=-su$ and the product rule:
\begin{align}
\frac{u'^3}{u}&=(u'^2\ln u)'+2suu'\ln u,\\
2suu'\ln u&=(su^2\ln u)'-u^2\ln u-suu',\\
suu'&=\left(\tfrac12su^2\right)'-\tfrac12u^2 .
\end{align}
Integrate up to $s=s_0-\sigma$. For small $\sigma$ the boundary terms with $u^2$ vanish and $u'^2\ln u\to c^2\ln(c\sigma)$. Moreover,
\begin{equation}
\int_{a_1}^{\infty}\mathrm{Ai}^2\,dz=\left[z\,\mathrm{Ai}^2-\mathrm{Ai}'^2\right]_{a_1}^{\infty}=c^2 .
\end{equation}
Hence
\begin{equation}
Y_1\simeq\frac1{\sigma^2}\left(\frac13\ln\sigma+K\right),\quad
K=\frac13\left[\ln c+\frac12-\frac1{c^2}\int_{a_1}^{\infty}\mathrm{Ai}^2\ln\mathrm{Ai}\,dz\right].
\end{equation}
To join this to (\ref{outer}), take the reciprocal of $Y\simeq1/\sigma+\rho^{1/3}Y_1$ to first order:
\begin{equation}
\frac1Y=\sigma-\rho^{1/3}\left(\frac13\ln\sigma+K\right).
\end{equation}
In the small logarithmic term $\sigma$ may be replaced by $1/Y$, so $\sigma=1/Y+\rho^{1/3}(K-\frac13\ln Y)$. Since $\theta=\rho^{-1/3}(s_0-\sigma)$ and $Y=\rho^{-1/3}y$,
\begin{equation}
\theta=\rho^{-1/3}s_0-\frac1y-K+\frac13\ln y+\frac19\ln\frac1\rho .
\end{equation}
For small $y$, (\ref{outer}) has the same form, which fixes
\begin{equation}
\theta_*=\rho^{-1/3}|a_1|+\frac19\ln\frac1\rho-K .
\end{equation}
Setting $y=1$ in (\ref{outer}) and multiplying by $\rho$ gives
\begin{equation}
\frac{E_c-E_s}{ap}\simeq|a_1|\rho^{2/3}+\rho\left[\frac19\ln\frac1\rho+B\right],\quad
B=-K-1+\frac13\ln\frac32 .
\label{refined}
\end{equation}
Numerically $K=0.3362$ and $B=-1.2010$. The expansion near the fold runs in powers of $\rho^{1/3}$, which suggests a next term of order $\rho^{4/3}$; its coefficient is not derived here.

The correction also changes the apparent exponent. Let $L=\ln(1/\rho)$. Taking the logarithm of (\ref{refined}), expanding for a small correction and using $dL/d\ln\rho=-1$,
\begin{equation}
\frac{d\ln(E_c-E_s)}{d\ln R}\simeq\frac23+\frac{\rho^{1/3}}{3|a_1|}\left(\frac L9+B-\frac13\right).
\label{slope}
\end{equation}
The bracket is negative for $\rho$ above about $10^{-6}$, so moderately slow sweeps show an exponent below $2/3$.

\section*{(f) Other drives, other energies, and failure}

\textit{Which features of the model matter for the exponent, and where does the law end?}

\textbf{Solution.} \textit{Another free energy.} Let a smooth $F_0$ have a fold at $P_s$, with $F_0''(P_s)=0$. On the lower branch $F_0''$ falls to zero as $P$ rises; for a simple fold $F_0'''(P_s)<0$. Expansion gives $\gamma\dot x\simeq Rt+kx^2$ with
\begin{equation}
k=\tfrac12|F_0'''(P_s)| .
\end{equation}
The leading excess is again $|a_1|(\gamma^2R^2/k)^{1/3}$, provided no further equilibrium stops the polarization before $P=0$. Only $k$ carries the material's free energy.

\textit{Sinusoidal drive.} For $E=E_0\sin\omega t$ with fixed $E_0>E_s$, the rate at the spinodal is
\begin{equation}
R=\omega E_0\cos\omega t_s=\omega\sqrt{E_0^2-E_s^2},
\end{equation}
where $t_s$ is the time at which $E=E_s$. The excess therefore grows as $\omega^{2/3}$. Over a time $\tau$ the curvature of the drive changes the applied field by about $\omega^2E_s\tau^2/2$. Relative to $R\tau$ this scales as $\omega^2\tau/R\propto\omega^{2/3}$ and vanishes for slow drives. The argument fails when $E_0$ approaches $E_s$, because the local rate then goes to zero.

\textit{Fast sweeping.} Let the ramp start at $E=0$ from $-P_0$ and reach $P=0$ at time $t_c$ after the start. Integrating (\ref{lk}),
\begin{equation}
\gamma P_0=\frac{Rt_c^2}{2}+\int_0^{t_c}(aP-bP^3)\,dt .
\end{equation}
For $-P_0<P<0$ the integrand lies between $-E_s$ and $0$. With $E_c=Rt_c$ this implies
\begin{equation}
2\gamma RP_0\le E_c^2\le2\gamma RP_0+2E_sE_c .
\end{equation}
For $\rho\gg1$ the last term is negligible, and $E_c\to\sqrt{2\gamma RP_0}$. The exponent is then $1/2$: viscosity alone limits the motion, and the fold plays no role.

\textit{Noise.} At a field $d=E_s-E$ below the spinodal, the local potential density is $xd-kx^3/3$. Its minimum and maximum lie at $x=\mp\sqrt{d/k}$, and the barrier between them is
\begin{equation}
\Delta F=2d\sqrt{\frac dk}-\frac{2k}{3}\left(\frac dk\right)^{3/2}=\frac43\,\frac{d^{3/2}}{\sqrt k}.
\end{equation}
At the dynamic field scale $d=R\tau$, (\ref{tau}) gives $d^{3/2}=\gamma R/\sqrt k$ and $\Delta F=4\gamma R/(3k)$. For a uniformly switching volume $V$ at temperature $T$, neglecting noise thus requires roughly $4\gamma RV/(3k)\gg k_BT$. At fixed $V$ and $T$ this fails for sufficiently slow sweeps, and thermal escape can precede the spinodal. The noiseless law therefore needs a rate that is small on the scale $\rho=1$ but large enough to outrun thermal escape.

\section*{(g) A worked example}

\textit{Evaluate the excess for $a=2\times10^8$ V\,m/C, $b=3.2\times10^9$ V\,m$^5$/C$^3$, $\gamma=0.02$ V\,m\,s/C and $R=10^{13}$ V/(m\,s). How good is the leading law?}

\textbf{Solution.} These are round model parameters, not those of a named material. They give $P_0=0.25$ C/m$^2$, $p=0.14434$ C/m$^2$, $ap=2.8868\times10^7$ V/m, $E_s=1.9245\times10^7$ V/m and $k=1.3856\times10^9$ V\,m$^3$/C$^2$. The reduced rate is
\begin{equation}
\rho=\frac{0.02\times10^{13}}{(2\times10^8)^2\times0.14434}=3.464\times10^{-5},
\end{equation}
so the sweep is slow. The fold time is
\begin{equation}
\tau=\left(\frac{(0.02)^2}{1.3856\times10^9\times10^{13}}\right)^{1/3}\text{s}=3.068\times10^{-9}\ \text{s},
\end{equation}
about thirty times $\gamma/a=10^{-10}$ s. This is the slowing down at the fold. The leading excess is
\begin{equation}
|a_1|R\tau=2.3381\times3.0676\times10^4\ \text{V/m}=7.172\times10^4\ \text{V/m}.
\end{equation}
The bracket in (\ref{refined}) is $10.270/9-1.201=-0.060$. Multiplied by $ap\,\rho=1000$ V/m it lowers the excess by 60 V/m, to $7.166\times10^4$ V/m. Direct integration of (\ref{lk}) gives $7.165\times10^4$ V/m, or 0.7165 kV/cm, which is 0.37\% of $E_s$. The leading law is within about 0.1\% of the integrated excess. This closeness is partly fortuitous, because the logarithm and $B$ nearly cancel at this rate. It also refers to the noiseless model only. Here $4\gamma R/(3k)=192$ J/m$^3$, so at 300 K the criterion of part (f) needs a uniformly switching volume far larger than $2.2\times10^{-23}$ m$^3$, a cube of side 28 nm; at $R=10^{11}$ V/(m\,s) the side is about 130 nm. In smaller volumes thermal escape lowers and broadens the switching field, and in larger ones a real sample is more likely to switch through domains.

The numerical output lists five sweep rates spanning four decades. The ratio of integrated to leading excess is 1.0013 at $10^{11}$ V/(m\,s) and 0.961 at $10^{15}$ V/(m\,s). It passes through one because the bracket in (\ref{refined}) changes sign near $\rho=2\times10^{-5}$. The refined law stays within 0.2\% of the integrated excess throughout this range. The local exponent falls from 0.6666 between the two slowest rates to 0.654 between the two fastest; (\ref{slope}), taken at the geometric mean of the latter pair, gives 0.655. The remaining difference from (\ref{refined}), divided by $ap\,\rho$, grows from $0.0032$ to $0.0067$ to $0.0136$ in magnitude over the three slowest rates. These factors of 2.1 and 2.0 per decade are close to $10^{1/3}=2.15$, as a $\rho^{4/3}$ term would give.

Further integrations test the separate claims:
\begin{itemize}
\item At $R=10^{11}$ V/(m\,s), the lag $x$ at the instant $E=E_s$ is $-7.38\times10^{-4}$ C/m$^2$, against $-7.39\times10^{-4}$ C/m$^2$ from $Y_0(0)$.
\item Starting the main case from $-1.5P_0$ leaves the excess unchanged to within the integration error, a relative difference of about $10^{-11}$, in accord with the loss of memory.
\item For $F_0=-aP^2/2-qP^4/4+gP^6/6$ with $q=3.2\times10^9$ V\,m$^5$/C$^3$ and $g=1.024\times10^{11}$ V\,m$^9$/C$^5$, the excess at $R=10^{11}$ V/(m\,s) is 1.008 times the leading law with that energy's own $k$.
\item A sinusoidal drive with $E_0=2E_s$ and $\omega=3\times10^5$ rad/s has the local rate $10^{13}$ V/(m\,s). Its excess is 0.9993 times (\ref{refined}).
\item In the formal fast limit, $\rho=3.5\times10^3$, $E_c$ is 1.003 times $\sqrt{2\gamma RP_0}$, while the excess is only 0.20 of what (\ref{law}) would predict. This case tests the mathematics only: it corresponds to $R=10^{21}$ V/(m\,s), with $E_c\approx32$ MV/cm reached in about 3 ps, beyond ordinary breakdown fields and on a time scale where the inertia omitted from (\ref{lk}) matters.
\end{itemize}

\section*{Table of computed values}
\begin{verbatim}
a = 2.000e+08 V m/C
b = 3.200e+09 V m^5/C^3
gamma = 0.020 V m s/C
relaxation time gamma/a = 1.000e-10 s
remanent polarization P0 = 0.2500 C/m^2
spinodal polarization magnitude p = 0.14434 C/m^2
spinodal field E_s = 1.92450e+07 V/m
field unit a p = 2.88675e+07 V/m
fold curvature k = 1.38564e+09 V m^3/C^2
|a1| from Airy zero = 2.338107
escape time from integration = 2.338107
c = Ai'(a1) = 0.701211
K closed form = 0.336173, regularised integral = 0.336172
B = -1.201018
Main case:
R = 1.0e+13 V/(m s), rho = 3.4641e-05
fold time tau = 3.0676e-09 s
field scale R tau = 3.0676e+04 V/m
leading delay |a1| tau = 7.1725e-09 s
integrated delay = 7.1651e-09 s
leading excess = 7.17245e+04 V/m
refined excess = 7.16647e+04 V/m
integrated excess = 7.16510e+04 V/m
integrated excess = 0.7165 kV/cm
integrated E_c = 1.93167e+07 V/m
excess / E_s = 0.3723 percent
R [V/(m s)], rho, excess [V/m], excess/leading, excess/refined:
1e+11  3.464e-07  3.33364e+03  1.00135  0.999990
1e+12  3.464e-06  1.54715e+04  1.00122  0.999956
1e+13  3.464e-05  7.16510e+04  0.99898  0.999810
1e+14  3.464e-04  3.29512e+05  0.98978  0.999253
1e+15  3.464e-03  1.48518e+06  0.96112  0.998036
local exponents between neighbouring rates: 0.66661 0.66569 0.66265 0.65391
(excess - refined)/(a p rho): -0.00320 -0.00674 -0.01364 -0.02464 -0.02922
lag at E_s, R = 1e11: integrated -7.3784e-04 C/m^2
lag at E_s, R = 1e11: Airy -7.3900e-04 C/m^2
relative change for start at -1.5 P0: 1.1e-11
sextic: q = 3.200e+09 V m^5/C^3, g = 1.0240e+11 V m^9/C^5
sextic: E_s = 3.5355e+07 V/m, k = 3.9598e+09 V m^3/C^2
sextic, R = 1e11: excess/leading = 1.00774
sine: amplitude = 3.8490e+07 V/m, omega = 3.0000e+05 rad/s
sine: excess/refined law at local rate = 0.99931
fast limit: R = 1e+21 V/(m s), rho = 3.464e+03
fast limit: E_c/sqrt(2 gamma R P0) = 1.00332
fast limit: excess/two-thirds law = 0.20408
\end{verbatim}
